# Conventional cardinal numbers matching F12 triple and quadruple zeta in helium: verification in Python

```python
# Result under test: for the helium pair with reference exp(-zeta(r1+r2)), the
# first-order energy error of a basis with l <= X-1 is a/X^3 (conventional) and
# b/X^7 (F12), a = 15/256, b = 315(45g^4-32g^2+7)/16384, g = gamma/zeta, so that
# X_conv = (a/b)^(1/3) X^(7/3).  In coupled cluster the geminal multiplies only
# the reference, and a reduced X^-3 tail is left, fixed by Psi - reference at
# electron coalescence.
# Symbols: r1 = t*r2 with 0<t<1, u = r12 = r2(1+t*s), x = cos(theta12),
# l = partial wave, X = cardinal number, gamma = geminal exponent.
# Hartree atomic units throughout.
import numpy as np
from scipy.linalg import eigh
from scipy.special import eval_legendre, gammaln, zeta as hurwitz
from pyscf import gto, scf, cc

ZETA, GAMMA = 27 / 16, 1.0


def gauss(n, lo, hi):
    y, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (y + 1) / 2, w * (hi - lo) / 2


def triangle_grid(n_r, n_t, n_s, r_max):
    """Grid for r1 < r2; integrands are smooth in r2, t and s."""
    r, wr = gauss(n_r, 0, r_max)
    t, wt = gauss(n_t, 0, 1)
    s, ws = gauss(n_s, -1, 1)
    r2 = r[:, None, None]
    r1 = r2 * t[None, :, None]
    stretch = 1 + t[:, None] * s
    x = t[:, None] * (1 - s**2) / 2 - s
    return r, wr, r1, r2, r2 * stretch, x, wr[:, None] * wt, ws, stretch


def limit(ls, values, power):
    """Polynomial extrapolation in (l+1/2)^-power to infinite l."""
    y = (np.array(ls) + 0.5) ** (-float(power))
    total = 0.0
    for i, v in enumerate(values):
        others = np.delete(y, i)
        total += v * np.prod(others / (others - y[i]))
    return total


# ---- first-order pair function, lengths in units of 1/zeta ----
LAM, NBAS = 8.0, 60


def laguerre_orbitals(r, l):
    """Orthonormal radial functions r^(l+1) exp(-LAM r) times Laguerre."""
    z, a = 2 * LAM * r, 2 * l + 2
    chi = np.zeros((NBAS,) + r.shape)
    chi[0] = np.sqrt(2 * LAM) * np.exp(
        (l + 1) * np.log(z) - z / 2 - gammaln(a + 1) / 2)
    for n in range(NBAS - 1):
        new = (2 * n + 1 + a - z) * chi[n]
        if n > 0:
            new = new - np.sqrt(n * (n + a)) * chi[n - 1]
        chi[n + 1] = new / np.sqrt((n + 1) * (n + a + 1))
    return chi


r, wr, r1, r2, u, x, w2, ws, stretch = triangle_grid(300, 120, 40, 200 / LAM)
g_values = [0.0, GAMMA / ZETA, 1.2]
# Right-hand sides of the first-order equation, multiplied by u and without
# the reference: the bare Coulomb term, then the F12 residuals.
sources = [-np.ones_like(u)]
for g in g_values:
    damp = np.exp(-g * u)
    sources.append(-1 + damp * (1 - g * u / 2)
                   - 0.5 * damp * (r1 + r2) * (1 - x))
a1, a2 = r1[:, :, 0], r2[:, :, 0]
pair_weight = w2 * a1 * a2**2 * np.exp(-a1 - a2)


def pair_increments(l):
    """Energy lost when partial wave l is absent, for every source."""
    chi = laguerre_orbitals(r, l)
    n = np.arange(NBAS)[:, None]
    lower = np.vstack([np.zeros_like(r), chi[:-1]])
    slope = ((l + 1 + n) * chi
             - np.sqrt(n * (n + 2 * l + 2)) * lower) / r - LAM * chi
    h = 0.5 * (slope * wr) @ slope.T
    h += (chi * wr * (l * (l + 1) / (2 * r**2) - 1 / r)) @ chi.T
    eps, vec = eigh(h)
    gap = eps[:, None] + eps[None, :] + 1.0
    inner = laguerre_orbitals(a1, l)
    project = (2 * l + 1) / 2 * ws * eval_legendre(l, x)
    out = []
    for src in sources:
        comp = np.einsum('rts,ts->rt', src, project) / a2
        half = np.einsum('art,rt->ar', inner, comp * pair_weight) @ chi.T
        m = vec.T @ (half + half.T) @ vec
        out.append(16 / (2 * l + 1) * np.sum(m**2 / gap))
    return out


L_FIRST, L_LAST = 3, 17
inc = {l: pair_increments(l) for l in range(L_FIRST, L_LAST + 1)}


def B_formula(g):
    return 2205 * (45 * g**4 - 32 * g**2 + 7) / 16384


A1 = 45 / 256
A1_num = limit([5, 7, 9], [inc[l][0] * (l + 0.5)**4 for l in (5, 7, 9)], 2)
assert abs(A1_num / A1 - 1) < 0.01
fit_l = [8, 11, 14, 17]
B_num = []
for i, g in enumerate(g_values):
    B_num.append(limit(fit_l, [inc[l][i + 1] * (l + 0.5)**8 for l in fit_l], 2))
    # three percent allows for the finite range of l in the extrapolation
    assert abs(B_num[i] / B_formula(g) - 1) < 0.03


def direct_error(X, column, power):
    tail = (inc[L_LAST][column] * (L_LAST + 0.5)**power
            / ((power - 1) * (L_LAST + 1)**(power - 1)))
    return sum(inc[l][column] for l in range(X, L_LAST + 1)) + tail


a_law, b_law = A1 / 3, B_formula(GAMMA / ZETA) / 7
law_match = {X: (a_law / b_law)**(1 / 3) * X**(7 / 3) for X in (3, 4)}
direct_match = {X: (a_law / direct_error(X, 2, 8))**(1 / 3) for X in (3, 4)}

# ---- correlated helium wavefunction in Hylleraas coordinates ----
OMEGA, ALPHA = 6, 1.9
powers = [(i, j, k) for i in range(OMEGA + 1) for j in range(0, OMEGA + 1, 2)
          for k in range(OMEGA + 1) if i + j + k <= OMEGA]


def terms(r1, r2, u):
    """Each term with its derivatives in r1, r2 and u."""
    s, q = r1 + r2, r1 - r2
    e = np.exp(-ALPHA * s)
    for i, j, k in powers:
        f = s**i * q**j * e
        fs = (i * s**max(i - 1, 0) - ALPHA * s**i) * q**j * e
        fq = j * s**i * q**max(j - 1, 0) * e
        b, db = u**k, k * u**max(k - 1, 0)
        yield f * b, (fs + fq) * b, (fs - fq) * b, f * db


def reference(r1, r2):
    return ZETA**3 / np.pi * np.exp(-ZETA * (r1 + r2))


_, _, r1, r2, u, x, w2, ws, _ = triangle_grid(60, 30, 12, 14.0)
vol = (16 * np.pi**2 * r1**2 * r2**2 * u * w2[:, :, None] * ws).ravel()
c1, c2 = ((r1 - r2 * x) / u).ravel(), ((r2 - r1 * x) / u).ravel()
potential = (-2 / r1 - 2 / r2 + 1 / u).ravel()
table = np.array([[y.ravel() for y in row] for row in terms(r1, r2, u)])
F, F1, F2, Fu = (np.ascontiguousarray(table[:, i]) for i in range(4))
S = (F * vol) @ F.T
cross = (F1 * (vol * c1) + F2 * (vol * c2)) @ Fu.T
T = 0.5 * ((F1 * vol) @ F1.T + (F2 * vol) @ F2.T
           + 2 * (Fu * vol) @ Fu.T + cross + cross.T)
H = T + (F * (vol * potential)) @ F.T
scale = 1 / np.sqrt(np.diag(S))
sval, svec = eigh(S * np.outer(scale, scale))
keep = sval > 1e-12
basis = scale[:, None] * svec[:, keep] / np.sqrt(sval[keep])
evals, evecs = eigh(basis.T @ H @ basis)
E_he, coef = evals[0], basis @ evecs[:, 0]
ref_flat = (reference(r1, r2) * np.ones_like(u)).ravel()
coef = coef / np.sum(ref_flat * vol * (coef @ F))
norm = coef @ S @ coef
kinetic = coef @ T @ coef / norm
del table, F, F1, F2, Fu

# Values and r12-slopes at coalescence
rc, wc = gauss(200, 0, 14.0)
psi_c, slope_c = np.zeros_like(rc), np.zeros_like(rc)
for c, row in zip(coef, terms(rc, rc, np.zeros_like(rc))):
    psi_c += c * row[0]
    slope_c += c * row[3]
ref_c = reference(rc, rc)
moment = wc * rc**5
cusp = np.sum(moment * slope_c * psi_c) / np.sum(moment * psi_c**2)
assert abs(cusp - 0.5) < 0.02
A_cc = 6 * np.pi**2 * np.sum(moment * psi_c**2) / norm
A_defect = 6 * np.pi**2 * np.sum(moment * (psi_c - ref_c)**2) / norm
A_ref = 6 * np.pi**2 * np.sum(moment * ref_c**2)
assert abs(A_ref / A1 - 1) < 1e-8

# ---- missing partial waves of the correlated wavefunction ----
L_MAX = 30
_, _, r1, r2, u, x, w2, ws, stretch = triangle_grid(80, 60, 50, 14.0)
a1, a2 = r1[:, :, 0], r2[:, :, 0]
vol = 16 * np.pi**2 * r1**2 * r2**2 * u * w2[:, :, None] * ws
c1, c2 = (r1 - r2 * x) / u, (r2 - r1 * x) / u
excess = -2 / r1 - 2 / r2 + 1 / u - E_he
psi = [np.zeros_like(u) for _ in range(4)]
for c, row in zip(coef, terms(r1, r2, u)):
    for field, y in zip(psi, row):
        field += c * y
ref = reference(r1, r2)
gem = (1 - np.exp(-GAMMA * u)) / (2 * GAMMA) * ref
geminal = [gem, -ZETA * gem, -ZETA * gem, 0.5 * np.exp(-GAMMA * u) * ref]
defect = [p - q for p, q in zip(psi, geminal)]


def missing_waves(fields):
    """Kinetic energy of each l, and <D|H-E|D>/<Psi|Psi> for each X."""
    f, f1, f2, fu = fields
    d1, d2 = f1 + fu * c1, f2 + fu * c2
    rest, kin, pot = f.copy(), [], []
    for l in range(L_MAX + 1):
        P = eval_legendre(l, x)
        project = (2 * l + 1) / 2 * ws * stretch * P
        fl, d1l, d2l = (np.einsum('rts,ts->rt', y, project)
                        for y in (f, d1, d2))
        density = d1l**2 + d2l**2 + l * (l + 1) * (a1**-2 + a2**-2) * fl**2
        kin.append(16 * np.pi**2 / (2 * l + 1)
                   * np.sum(w2 * a1**2 * a2**3 * density) / norm)
        rest -= fl[:, :, None] * P
        pot.append(np.sum(vol * excess * rest**2) / norm)
    kin = np.array(kin)
    tail = kin[-1] * (L_MAX + 0.5)**4 / (3 * (L_MAX + 1)**3)
    err = {X: kin[X:].sum() + tail + pot[X - 1] for X in range(2, 16)}
    return kin, tail, err


kin_conv, tail_conv, err_conv = missing_waves(psi)
kin_f12, _, err_f12 = missing_waves(defect)
assert abs(kin_conv.sum() + tail_conv - kinetic) < 1e-4
fit_l = [12, 18, 24, 30]
tail_tests = []
for kin, slope in ((kin_conv, slope_c), (kin_f12, slope_c - ref_c / 2)):
    numeric = limit(fit_l, [kin[l] * (l + 0.5)**4 for l in fit_l], 1)
    from_slope = 24 * np.pi**2 * np.sum(moment * slope**2) / norm
    assert abs(numeric / from_slope - 1) < 0.03
    tail_tests.append((numeric, from_slope))
X_list = np.arange(2, 16)
log_err = np.log([err_conv[X] for X in X_list])
assert np.all(np.diff(log_err) < 0)
cc_match = {X: np.exp(np.interp(-np.log(err_f12[X]), -log_err, np.log(X_list)))
            for X in (3, 4)}
for X in (3, 4):
    assert 0 < err_f12[X] < err_conv[X]
    assert X < cc_match[X] < law_match[X]

# ---- independent energies from standard Gaussian basis sets ----
E_basis = {}
for X, name in ((3, 'cc-pvtz'), (4, 'cc-pvqz'), (5, 'cc-pv5z')):
    mol = gto.M(atom='He 0 0 0', basis=name, verbose=0)
    mf = scf.RHF(mol).run(conv_tol=1e-11)
    solver = cc.CCSD(mf)
    solver.conv_tol = 1e-9
    solver.kernel()
    E_basis[X] = solver.e_tot
E_extrap = (125 * E_basis[5] - 64 * E_basis[4]) / 61
assert E_he < E_basis[5]
# a two-point extrapolation is good to a few tenths of a millihartree
assert abs(E_he - E_extrap) < 5e-4

print(f"zeta = {ZETA:.4f} bohr^-1, gamma = {GAMMA:.4f} bohr^-1, "
      f"g = {GAMMA / ZETA:.5f}")
print(f"gamma of smallest B = {ZETA * np.sqrt(16 / 45):.4f} bohr^-1")
print(f"A first order: formula {A1:.6f}, numerical {A1_num:.6f} hartree")
for g, num in zip(g_values, B_num):
    print(f"B at g={g:.4f}: formula {B_formula(g):.5f}, "
          f"numerical {num:.5f} hartree")
print(f"a = {a_law:.6f} hartree, b = {b_law:.6f} hartree")
print(f"b for linear r12 geminal = {B_formula(0) / 7:.6f} hartree")
print(f"(a/b)^(1/3) = {(a_law / b_law)**(1 / 3):.4f}")
for X in (3, 4):
    print(f"X={X}: X^(7/3) = {X**(7 / 3):.3f}")
    print(f"X={X}: sum/integral ratio, power 4: "
          f"{hurwitz(4, X + 0.5) * 3 * X**3:.4f}, power 8: "
          f"{hurwitz(8, X + 0.5) * 7 * X**7:.4f}")
    print(f"X={X}: first-order conventional error, law "
          f"{1e6 * a_law / X**3:.2f}, direct "
          f"{1e6 * direct_error(X, 0, 4):.2f} microhartree")
    print(f"X={X}: first-order F12 error, law {1e6 * b_law / X**7:.3f}, "
          f"direct {1e6 * direct_error(X, 2, 8):.3f} microhartree")
    linear = (a_law / (B_formula(0) / 7))**(1 / 3) * X**(7 / 3)
    print(f"X={X}: first-order matching cardinal, law {law_match[X]:.2f}, "
          f"direct F12 error {direct_match[X]:.2f}, linear r12 {linear:.2f}")
print(f"Hylleraas terms = {len(powers)}, helium energy = {E_he:.7f} hartree")
print(f"<Psi|Psi> with <ref|Psi>=1: {norm:.5f}")
print(f"mean cusp slope/value = {cusp:.4f} bohr^-1")
print(f"CC tail coefficient: conventional {A_cc:.5f}, "
      f"F12 {A_defect:.5f} hartree")
for name, pair in zip(("conventional", "F12"), tail_tests):
    print(f"tail test {name}: projected {pair[0]:.5f}, "
          f"from slope {pair[1]:.5f} hartree")
print(f"asymptotic CC cardinal ratio = {(A_cc / A_defect)**(1 / 3):.4f}")
for X in range(3, 9):
    print(f"CC conventional error X={X}: {1e6 * err_conv[X]:.2f} microhartree")
for X in (3, 4):
    print(f"CC F12 error X={X}: {1e6 * err_f12[X]:.2f} microhartree, "
          f"matching cardinal {cc_match[X]:.2f}")
for X in (3, 4, 5):
    print(f"CCSD/cc-pV{X}Z error: {1e3 * (E_basis[X] - E_he):.3f} millihartree")
print(f"extrapolated CCSD energy = {E_extrap:.6f} hartree")
print("success")
```

Output:

```
zeta = 1.6875 bohr^-1, gamma = 1.0000 bohr^-1, g = 0.59259
gamma of smallest B = 1.0062 bohr^-1
A first order: formula 0.175781, numerical 0.175388 hartree
B at g=0.0000: formula 0.94208, numerical 0.94146 hartree
B at g=0.5926: formula 0.17657, numerical 0.17509 hartree
B at g=1.2000: formula 7.29868, numerical 7.29095 hartree
a = 0.058594 hartree, b = 0.025224 hartree
b for linear r12 geminal = 0.134583 hartree
(a/b)^(1/3) = 1.3244
X=3: X^(7/3) = 12.980
X=3: sum/integral ratio, power 4: 0.9491, power 8: 0.7965
X=3: first-order conventional error, law 2170.14, direct 1930.91 microhartree
X=3: first-order F12 error, law 11.534, direct 6.361 microhartree
X=3: first-order matching cardinal, law 17.19, direct F12 error 20.96, linear r12 9.84
X=4: X^(7/3) = 25.398
X=4: sum/integral ratio, power 4: 0.9703, power 8: 0.8740
X=4: first-order conventional error, law 915.53, direct 853.19 microhartree
X=4: first-order F12 error, law 1.540, direct 1.019 microhartree
X=4: first-order matching cardinal, law 33.64, direct F12 error 38.60, linear r12 19.25
Hylleraas terms = 50, helium energy = -2.9037223 hartree
<Psi|Psi> with <ref|Psi>=1: 1.01416
mean cusp slope/value = 0.4967 bohr^-1
CC tail coefficient: conventional 0.07425, F12 0.02180 hartree
tail test conventional: projected 0.07330, from slope 0.07330 hartree
tail test F12: projected 0.02216, from slope 0.02216 hartree
asymptotic CC cardinal ratio = 1.5046
CC conventional error X=3: 965.10 microhartree
CC conventional error X=4: 404.89 microhartree
CC conventional error X=5: 205.82 microhartree
CC conventional error X=6: 118.34 microhartree
CC conventional error X=7: 74.13 microhartree
CC conventional error X=8: 49.45 microhartree
CC F12 error X=3: 209.29 microhartree, matching cardinal 4.97
CC F12 error X=4: 102.21 microhartree, matching cardinal 6.30
CCSD/cc-pV3Z error: 3.490 millihartree
CCSD/cc-pV4Z error: 1.311 millihartree
CCSD/cc-pV5Z error: 0.570 millihartree
extrapolated CCSD energy = -2.903929 hartree
success
```
